# Order by order: ADC(1), ADC(2) and ADC(3) in two-orbital models: a program that tests the result

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""ADC(1), ADC(2), ADC(3) for two electrons in two orbitals g (filled), u (empty).
Result under test: with H(lam) = F + lam*(H - F), F the Fock operator, ADC(n)
gives the single excitation g->u exactly through order lam^n, and the double
excitation g^2->u^2 only through order lam^(n-2).
Closed forms: gap = e_u - e_g, D = 2*gap, W = Jgg + Juu - 4*Jgu + 2*K,
singlet terms gap, 2K - Jgu, K^2/D, -K^2 W/D^2.
ADC matrices are built from intermediate states by power series in Fock space;
the reference is diagonalization. Molecular energies in Ry, lengths in bohr."""
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf import gto, fci

RY_EV = physical_constants['Rydberg constant times hc in eV'][0]
ORDER = 3                      # highest power of lam kept in the series

# ---- Fock space of four spin orbitals, index = 2*orbital + spin ----
lower, parity = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
ann = []
for p in range(4):
    op = np.eye(1)
    for q in range(4):
        op = np.kron(op, parity if q < p else lower if q == p else np.eye(2))
    ann.append(op)
E = [[sum(ann[2*p+s].T @ ann[2*q+s] for s in (0, 1)) for q in (0, 1)]
     for p in (0, 1)]
number = np.diag(E[0][0] + E[1][1])
sector = np.where(np.abs(number - 2) < 1e-9)[0]


def two_electron(op):
    return op[np.ix_(sector, sector)]


vacuum = np.zeros(16)
vacuum[0] = 1
PHI = (ann[0].T @ ann[1].T @ vacuum)[sector]
OP_S = two_electron(E[1][0]) / np.sqrt(2)
OP_T = two_electron(ann[2].T @ ann[0] - ann[3].T @ ann[1]) / np.sqrt(2)
OP_D = two_electron(E[1][0] @ E[1][0]) / 2
SINGLETS = np.column_stack([PHI, OP_S @ PHI, OP_D @ PHI])
TRIPLET = OP_T @ PHI


# ---- arithmetic of matrix power series, first index = power of lam ----
def mul(a, b):
    return np.array([sum(a[j] @ b[k-j] for j in range(k+1))
                     for k in range(ORDER+1)])


def tr(a):
    return a.transpose(0, 2, 1)


def inverse_sqrt(s):
    x = np.zeros_like(s)
    x[0] = np.eye(s.shape[1])
    assert np.allclose(s[0], x[0])
    for k in range(1, ORDER+1):
        x[k] = -0.5 * mul(mul(x, s), x)[k]
    return x


def build(h, eri, pos):
    """Hamiltonian parts and ADC series; h, eri, pos in the g,u basis."""
    fock = h + 2*eri[:, :, 0, 0] - eri[:, 0, 0, :]
    assert abs(fock[0, 1]) < 1e-9 and fock[0, 0] < fock[1, 1]
    r2 = range(2)
    ham = sum(h[p, q]*E[p][q] for p in r2 for q in r2)
    ham = ham + 0.5*sum(eri[p, q, r, s]*(E[p][q] @ E[r][s]
                        - (q == r)*E[p][s])
                        for p in r2 for q in r2 for r in r2 for s in r2)
    ham = two_electron(ham)
    h0 = two_electron(fock[0, 0]*E[0][0] + fock[1, 1]*E[1][1])
    v = ham - h0
    x = two_electron(sum(pos[p, q]*E[p][q] for p in r2 for q in r2))
    block = SINGLETS.T @ ham @ SINGLETS
    assert np.allclose(ham @ SINGLETS, SINGLETS @ block, atol=1e-9)
    assert np.allclose(ham @ TRIPLET, (TRIPLET @ ham @ TRIPLET)*TRIPLET,
                       atol=1e-9)
    # Rayleigh-Schroedinger series of the ground state
    ref = int(np.argmax(np.abs(PHI)))
    denom = np.diag(h0) - h0[ref, ref]
    resolvent = np.array([0 if i == ref else 1/denom[i]
                          for i in range(len(denom))])
    psi = np.zeros((ORDER+1, len(PHI), 1))
    psi[0, :, 0] = PHI
    energy = [h0[ref, ref]]
    for k in range(1, ORDER+1):
        energy.append(PHI @ v @ psi[k-1, :, 0])
        rhs = -v @ psi[k-1, :, 0] + sum(energy[j]*psi[k-j, :, 0]
                                        for j in range(1, k+1))
        psi[k, :, 0] = resolvent * rhs
    psi = mul(psi, inverse_sqrt(mul(tr(psi), psi)))
    # intermediate states: singles first, then the double
    raw = np.concatenate([OP_S @ psi, OP_T @ psi], axis=2)
    raw = raw - mul(psi, mul(tr(psi), raw))
    singles = mul(raw, inverse_sqrt(mul(tr(raw), raw)))
    raw = OP_D @ psi
    raw = (raw - mul(psi, mul(tr(psi), raw))
           - mul(singles, mul(tr(singles), raw)))
    double = mul(raw, inverse_sqrt(mul(tr(raw), raw)))
    states = np.concatenate([singles, double], axis=2)
    hser = np.zeros((ORDER+1,) + h0.shape)
    hser[0], hser[1] = h0, v
    m = mul(tr(states), mul(hser, states))
    m = m - np.array(energy)[:, None, None]*np.eye(3)
    f = mul(tr(states), x @ psi)[:, :, 0]
    return dict(h0=h0, v=v, x=x, m=m, f=f, fock=fock)


def exact(model, lam=1.0):
    """Singlet, triplet, double excitation energies and singlet moment."""
    ham = model['h0'] + lam*model['v']
    w, c = np.linalg.eigh(SINGLETS.T @ ham @ SINGLETS)
    s = 1 + int(np.argmax(np.abs(c[1, 1:])))
    moment = c[:, s] @ SINGLETS.T @ model['x'] @ SINGLETS @ c[:, 0]
    return np.array([w[s]-w[0], TRIPLET @ ham @ TRIPLET - w[0],
                     w[3-s]-w[0], abs(moment)])


def adc(model, n, lam=1.0, with_double=True):
    m, f = model['m'], model['f']

    def upto(series, order):
        return sum(lam**k*series[k] for k in range(order+1))

    single, trip = upto(m[:, 0, 0], n), upto(m[:, 1, 1], n)
    if n == 1 or not with_double:
        return np.array([single, trip, np.nan, abs(upto(f[:, 0], n))])
    coupling = upto(m[:, 0, 2], n-1)
    w, c = np.linalg.eigh([[single, coupling],
                           [coupling, upto(m[:, 2, 2], n-2)]])
    s = int(np.argmax(np.abs(c[0])))
    moment = c[0, s]*upto(f[:, 0], n) + c[1, s]*upto(f[:, 2], n-1)
    return np.array([w[s], trip, w[1-s], abs(moment)])


LAMS = (0.04, 0.02)


def errors(model, n, which, **kw):
    return [abs(adc(model, n, g, **kw)[which] - exact(model, g)[which])
            for g in LAMS]


def exponent(err):
    return np.log2(err[0]/err[1])


def hydrogen(bond):
    mol = gto.M(atom=[['H', (0, 0, -bond/2)], ['H', (0, 0, bond/2)]],
                basis='sto-3g', unit='Bohr', verbose=0)
    s = mol.intor('int1e_ovlp')[0, 1]
    c = np.array([[1, 1], [1, -1]]) / np.sqrt([2*(1+s), 2*(1-s)])
    h = 2*c.T @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ c
    eri = 2*np.einsum('abcd,ap,bq,cr,ds->pqrs',
                      mol.intor('int2e').reshape(2, 2, 2, 2), c, c, c, c)
    return h, eri, c.T @ mol.intor('int1e_r')[2] @ c


def hubbard(t, u, bias):
    """Hartree-Fock orbitals of a dimer with site energies +-bias/2."""
    def site_fock(a):
        return np.array([[bias/2 + u*np.cos(a)**2, -t],
                         [-t, -bias/2 + u*np.sin(a)**2]])

    def orbitals(a):
        return np.array([[np.cos(a), -np.sin(a)], [np.sin(a), np.cos(a)]])

    a = brentq(lambda y: (orbitals(y).T @ site_fock(y) @ orbitals(y))[0, 1],
               0, np.pi/2, xtol=1e-14)
    c = orbitals(a)
    h = c.T @ np.array([[bias/2, -t], [-t, -bias/2]]) @ c
    eri = u*np.einsum('ip,iq,ir,is->pqrs', c, c, c, c)
    return h, eri, c.T @ np.diag([-0.5, 0.5]) @ c


def parameters(ints, model):
    eri, fock = ints[1], model['fock']
    jgg, juu, jgu, k = (eri[0, 0, 0, 0], eri[1, 1, 1, 1],
                        eri[0, 0, 1, 1], eri[0, 1, 0, 1])
    gap = fock[1, 1] - fock[0, 0]
    return jgg, juu, jgu, k, gap, 2*gap, jgg + juu - 4*jgu + 2*k


def radius(ints, model):
    """Convergence radius in lam, checked as a complex degeneracy."""
    k, _, d, w = parameters(ints, model)[3:]
    point = d/(2j*k - w)
    b = SINGLETS[:, [0, 2]]
    mat = b.T @ (model['h0'] + point*model['v']) @ b
    assert abs((mat[0, 0]-mat[1, 1])**2 + 4*mat[0, 1]*mat[1, 0]) < 1e-10
    return abs(point)


# ---- H2 at 1.4 bohr ----
BOND = 1.4
ints = hydrogen(BOND)
h2 = build(*ints)
jgg, juu, jgu, K, gap, D, W = parameters(ints, h2)
ex = exact(h2)
levels = np.sort(fci.direct_spin1.kernel(ints[0], ints[1], 2, 2, nroots=4)[0])
assert np.allclose(levels[1:]-levels[0], np.sort(ex[:3]), atol=1e-8)

# closed forms against the general series and against diagonalization
terms = np.array([gap, 2*K-jgu, K**2/D, -K**2*W/D**2])
assert np.allclose(h2['m'][:, 0, 0], terms, atol=1e-9)
assert np.allclose(h2['m'][:, 1, 1], [gap, -jgu, terms[2], terms[3]],
                   atol=1e-9)
assert np.allclose(h2['m'][:2, 2, 2], [D, W], atol=1e-9)
assert np.max(np.abs(h2['m'][:, :2, 2])) < 1e-9
rel = np.array([1, -K/D, (K*W-K**2/2)/D**2,
                (-K*W**2+K**2*W+1.5*K**3)/D**3])
zgu = abs(ints[2][0, 1])
assert np.allclose(np.abs(h2['f'][:, 0]), np.sqrt(2)*zgu*np.abs(rel),
                   atol=1e-9)
assert np.allclose(h2['f'][:, 0]/h2['f'][0, 0], rel, atol=1e-9)
for lam in (0.3, 1.0):
    A = D + lam*W
    root = np.sqrt(A**2 + 4*lam**2*K**2)
    ec = (A - root)/2
    theta = 0.5*np.arctan2(2*lam*K, A)
    closed = [gap+lam*(2*K-jgu)-ec, gap-lam*jgu-ec, root,
              np.sqrt(2)*zgu*(np.cos(theta)-np.sin(theta))]
    assert np.allclose(exact(h2, lam), closed, atol=1e-9)
Ec = (D + W - np.sqrt((D+W)**2 + 4*K**2))/2

print(f"H2 STO-3G, bond length {BOND:.1f} bohr")
print(f"orbital energies g, u: {h2['fock'][0,0]:.5f}, {h2['fock'][1,1]:.5f} Ry")
print(f"Jgg, Juu: {jgg:.5f}, {juu:.5f} Ry")
print(f"Jgu, K: {jgu:.5f}, {K:.5f} Ry")
print(f"gap, D, W: {gap:.5f}, {D:.5f}, {W:.5f} Ry")
print(f"exact correlation energy in basis: {Ec:.5f} Ry")
print("singlet terms, orders 0-3: "
      + ", ".join(f"{y:.5f}" for y in terms) + " Ry")
print("relative moment terms, orders 0-3: "
      + ", ".join(f"{y:.5f}" for y in rel))
print(f"orbital moment |z_gu|: {zgu:.5f} bohr")
for n in (1, 2, 3):
    r = adc(h2, n)
    print(f"ADC({n}) singlet: {r[0]:.5f} Ry = {r[0]*RY_EV:.3f} eV, "
          f"error {r[0]-ex[0]:.5f} Ry")
    print(f"ADC({n}) triplet: {r[1]:.5f} Ry; moment {r[3]:.5f} bohr")
    if n > 1:
        print(f"ADC({n}) double excitation: {r[2]:.5f} Ry")
print(f"exact singlet: {ex[0]:.5f} Ry = {ex[0]*RY_EV:.3f} eV")
print(f"exact triplet: {ex[1]:.5f} Ry = {ex[1]*RY_EV:.3f} eV")
print(f"exact double: {ex[2]:.5f} Ry = {ex[2]*RY_EV:.3f} eV")
print(f"exact singlet moment: {ex[3]:.5f} bohr")
print(f"convergence radius lam_c: {radius(ints, h2):.4f}")

# ---- order of the error, Fock operator fixed, then bare repulsion scaled ----
scaled = [build(ints[0], g*ints[1], ints[2]) for g in LAMS]
for n in (1, 2, 3):
    err = errors(h2, n, 0)
    pw = [exponent(errors(h2, n, which)) for which in (0, 1, 3)]
    bare = exponent([abs(adc(s, n)[0] - exact(s)[0]) for s in scaled])
    assert all(abs(y - (n+1)) < 0.2 for y in pw + [bare])
    print(f"ADC({n}) singlet error at lam={LAMS[0]}, {LAMS[1]}: "
          f"{err[0]:.3e}, {err[1]:.3e} Ry")
    print(f"  exponents singlet, triplet, moment: {pw[0]:.3f}, {pw[1]:.3f}, "
          f"{pw[2]:.3f}; bare scaling {bare:.3f}")
    if n > 1:
        pd = exponent(errors(h2, n, 2))
        assert abs(pd - (n-1)) < 0.2
        print(f"  exponent double excitation: {pd:.3f}")

# ---- stretched bond ----
FAR = 4.0
ints_far = hydrogen(FAR)
far = build(*ints_far)
print(f"H2 at {FAR:.1f} bohr, singlet ADC(1), ADC(2), ADC(3): "
      + ", ".join(f"{adc(far, n)[0]:.5f}" for n in (1, 2, 3)) + " Ry")
print(f"  exact {exact(far)[0]:.5f} Ry; lam_c {radius(ints_far, far):.4f}")

# ---- symmetric Hubbard dimer ----
t, U = 1.0, 2.0
ints_hub = hubbard(t, U, 0.0)
hub = build(*ints_hub)
assert abs(parameters(ints_hub, hub)[6]) < 1e-9
assert abs(exact(hub)[0] - (U/2 + np.sqrt(4*t**2 + U**2/4))) < 1e-9
for n in (2, 3):
    assert abs(adc(hub, n)[0] - (2*t + U/2 + U**2/(16*t))) < 1e-9
    assert abs(exponent(errors(hub, n, 0)) - 4) < 0.2
print(f"Hubbard dimer t={t:.1f}, U={U:.1f}: singlet ADC(1), ADC(2), ADC(3): "
      + ", ".join(f"{adc(hub, n)[0]:.5f}" for n in (1, 2, 3)) + " t")
print(f"  exact {exact(hub)[0]:.5f} t; lam_c {radius(ints_hub, hub):.4f}")
print(f"  ADC(2) error exponent {exponent(errors(hub, 2, 0)):.3f}")

# ---- unequal sites: singles and doubles couple ----
BIAS = 1.0
asym = build(*hubbard(t, U, BIAS))
assert abs(asym['m'][1, 0, 2]) > 0.1
print(f"unequal sites, bias {BIAS:.1f} t: first-order single-double coupling "
      f"{abs(asym['m'][1, 0, 2]):.5f} t")
for n in (1, 2, 3):
    pw = [exponent(errors(asym, n, which)) for which in (0, 1, 3)]
    print(f"  ADC({n}) exponents singlet, triplet, moment: "
          + ", ".join(f"{y:.3f}" for y in pw))
    assert all(y > n + 0.8 for y in pw)
cut = exponent(errors(asym, 2, 0, with_double=False))
assert abs(cut - 2) < 0.2
print(f"  ADC(2) without the double, singlet exponent: {cut:.3f}")
print("tests ok")
```

It prints:

```
H2 STO-3G, bond length 1.4 bohr
orbital energies g, u: -1.15641, 1.34054 Ry
Jgg, Juu: 1.34919, 1.39499 Ry
Jgu, K: 1.32713, 0.36252 Ry
gap, D, W: 2.49694, 4.99388, -1.83930 Ry
exact correlation energy in basis: -0.04112 Ry
singlet terms, orders 0-3: 2.49694, -0.60210, 0.02632, 0.00969 Ry
relative moment terms, orders 0-3: 1.00000, -0.07259, -0.02937, -0.01121
orbital moment |z_gu|: 0.93102 bohr
ADC(1) singlet: 1.89485 Ry = 25.781 eV, error -0.04112 Ry
ADC(1) triplet: 1.16981 Ry; moment 1.22108 bohr
ADC(2) singlet: 1.92116 Ry = 26.139 eV, error -0.01481 Ry
ADC(2) triplet: 1.19613 Ry; moment 1.18241 bohr
ADC(2) double excitation: 4.99388 Ry
ADC(3) singlet: 1.93085 Ry = 26.271 eV, error -0.00512 Ry
ADC(3) triplet: 1.20582 Ry; moment 1.16764 bohr
ADC(3) double excitation: 3.15458 Ry
exact singlet: 1.93597 Ry = 26.340 eV
exact triplet: 1.21094 Ry = 16.476 eV
exact double: 3.23683 Ry = 44.039 eV
exact singlet moment: 1.15986 bohr
convergence radius lam_c: 2.5259
ADC(1) singlet error at lam=0.04, 0.02: 4.273e-05, 1.060e-05 Ry
  exponents singlet, triplet, moment: 2.011, 2.011, 2.011; bare scaling 2.000
ADC(2) singlet error at lam=0.04, 0.02: 6.292e-07, 7.809e-08 Ry
  exponents singlet, triplet, moment: 3.010, 3.010, 3.010; bare scaling 2.982
  exponent double excitation: 0.999
ADC(3) singlet error at lam=0.04, 0.02: 8.904e-09, 5.527e-10 Ry
  exponents singlet, triplet, moment: 4.010, 4.010, 4.010; bare scaling 3.964
  exponent double excitation: 2.011
H2 at 4.0 bohr, singlet ADC(1), ADC(2), ADC(3): 0.72801, 0.93127, 1.07515 Ry
  exact 1.09341 Ry; lam_c 0.9584
Hubbard dimer t=1.0, U=2.0: singlet ADC(1), ADC(2), ADC(3): 3.00000, 3.25000, 3.25000 t
  exact 3.23607 t; lam_c 2.0000
  ADC(2) error exponent 4.000
unequal sites, bias 1.0 t: first-order single-double coupling 0.67466 t
  ADC(1) exponents singlet, triplet, moment: 2.262, 1.998, 1.913
  ADC(2) exponents singlet, triplet, moment: 3.165, 2.998, 2.989
  ADC(3) exponents singlet, triplet, moment: 4.008, 3.862, 4.070
  ADC(2) without the double, singlet exponent: 2.011
tests ok
```
